# Converting a semilocal silicon core potential into s, p and d channels, part 2

Hartree atomic units are used (energies in hartree, Ha, lengths in bohr). A semilocal effective core potential without spin–orbit part removes \(N_{\rm core}=10\) electrons from silicon (\(Z=14\)), leaving \(Z_{\rm eff}=Z-N_{\rm core}=4\). An electron of angular momentum \(l\) feels

\[ V_l(r)=-\frac{Z_{\rm eff}}{r}+U_{\rm loc}(r)+\Delta V_l(r)\quad(l<L),\qquad V_l(r)=-\frac{Z_{\rm eff}}{r}+U_{\rm loc}(r)\quad(l\ge L), \]

with \(L=2\). These functions define the operator \(\hat V\). The local block \(U_{\rm loc}\) and the difference blocks \(\Delta V_l\) are sums of rows \(c\,r^{\,n-2}e^{-ar^2}\), with \(a\) in bohr\(^{-2}\) and \(c\) in Ha bohr\(^{2-n}\):

| block | \(n\) | \(a\) | \(c\) |
|---|---|---|---|
| local | 1 | 5.168316 | 4.000000 |
| local | 2 | 3.933474 | −14.818174 |
| local | 3 | 8.861690 | 20.673264 |
| \(l=0\) | 2 | 9.447023 | 14.832760 |
| \(l=0\) | 2 | 2.553812 | 26.349664 |
| \(l=1\) | 2 | 3.660001 | 7.621400 |
| \(l=1\) | 2 | 1.903653 | 10.331583 |

Part (a) evaluated \(V_l\) by hand at \(r=1\) bohr. It also gave the angular projector's kernel, \(\sum_mY_{lm}(\Omega)Y^*_{lm}(\Omega')=\frac{2l+1}{4\pi}P_l(\cos\gamma)\), with \(\gamma\) the angle between the directions \(\Omega,\Omega'\) and \(P_l\) the Legendre polynomial.

In part (c), \(\psi=r^{-1}u(r)Y_{lm}\) led to

\[ -\tfrac12u''+W_l(r)\,u=\varepsilon u,\qquad W_l=\frac{l(l+1)}{2r^2}+V_l(r),\qquad \int_0^\infty u^2dr=1 , \]

solved on a grid of step \(h\) with \(u=0\) at \(r=0\) and \(r=R\), and extrapolated by

\[ \varepsilon\simeq\tfrac13\big[4\,\varepsilon(h/2)-\varepsilon(h)\big]. \]

For the single valence electron of Si\(^{3+}\), with \(R=40\) bohr, part (d) found 3s at −1.639788, 3d at −0.916148 and 4f at −0.500290 Ha, in agreement with a Gaussian-basis solution from PySCF.

The remaining tasks are to account for the 4f level by perturbation theory, to find what five faulty conversions of the table do to the lowest s level, and to repeat the grid–Gaussian comparison for neutral Si, spherically averaged 3s²3p², in the local density approximation.

### (e) The 4f level

For \(l=3\) the potential is \(-Z_{\rm eff}/r+\lambda U_{\rm loc}\) at \(\lambda=1\). At \(\lambda=0\) try \(u_0\propto r^4e^{-\beta r}\). Then \(u_0''=(12/r^2-8\beta/r+\beta^2)u_0\), and

\[ -\tfrac12u_0''+\Big(\frac{6}{r^2}-\frac{Z_{\rm eff}}{r}\Big)u_0=\Big(\frac{4\beta-Z_{\rm eff}}{r}-\frac{\beta^2}{2}\Big)u_0 . \]

This is an eigenfunction if \(\beta=Z_{\rm eff}/4=1\), with \(\varepsilon_0=-Z_{\rm eff}^2/32=-0.5\) Ha. With \(\kappa=2\beta\) and \(\int_0^\infty r^8e^{-\kappa r}dr=8!/\kappa^9\), the normalized square is \(u_0^2=\kappa^9r^8e^{-\kappa r}/8!\).

Since \(u_0\) has no node, write \(u=u_0\varphi\), so that \(u''=u_0''\varphi+2u_0'\varphi'+u_0\varphi''\). Subtract \(\varphi\) times the equation for \(u_0\), multiply by \(u_0\), and use \((u_0^2\varphi')'=2u_0u_0'\varphi'+u_0^2\varphi''\):

\[ -\tfrac12(u_0^2\varphi')'+\lambda U_{\rm loc}u_0^2\varphi=(\varepsilon-\varepsilon_0)\,u_0^2\varphi . \]

Expand \(\varphi=1+\lambda f+\lambda^2g+\dots\) and \(\varepsilon-\varepsilon_0=\lambda E_1+\lambda^2E_2+\lambda^3E_3+\dots\). Order \(\lambda\) reads \(\tfrac12(u_0^2f')'=u_0^2(U_{\rm loc}-E_1)\). Integrating from \(0\) to \(\infty\), the left side vanishes because \(u_0^2\) vanishes at both ends, and integrating from \(0\) to \(r\) gives \(f'\):

\[ E_1=\int_0^\infty u_0^2U_{\rm loc}\,dr,\qquad f'=\frac{2F}{u_0^2},\qquad F(r)=\int_0^ru_0^2\,(U_{\rm loc}-E_1)\,dr' . \]

Order \(\lambda^2\) reads \(\tfrac12(u_0^2g')'=u_0^2(U_{\rm loc}-E_1)f-E_2u_0^2\). Integrating over all \(r\) gives \(E_2=\int F'f\,dr\). The boundary term \([Ff]\) vanishes: \(F(0)=0\), and beyond the core \(F=E_1\int_r^\infty u_0^2dr'\) decays exponentially while \(f'\) tends to the constant \(2E_1/\kappa\). Hence

\[ E_2=-\int_0^\infty Ff'\,dr=-2\int_0^\infty\frac{F^2}{u_0^2}\,dr\le0 . \]

Quadrature gives \(E_1=-2.6739\times10^{-4}\) Ha and \(E_2=-2.0656\times10^{-5}\) Ha, with sum \(-2.8805\times10^{-4}\) Ha, against a grid shift of \(-2.9043\times10^{-4}\) Ha. The value \(\varepsilon_0+E_1\) is the mean energy of the trial function \(u_0\), so it is an upper bound, and the true shift lies below \(E_1\), as tested. The remainder is \(-2.9043\times10^{-4}+2.8805\times10^{-4}=-2.4\times10^{-6}\) Ha, or 0.9% of \(E_1\); the test allows 2%.

Each order is tested separately by solving the grid problem at \(\lambda=0,\pm0.25\). From the expansion, \([\varepsilon(\lambda)-\varepsilon(-\lambda)]/2\lambda=E_1+\lambda^2E_3+\dots\) and \([\varepsilon(\lambda)-2\varepsilon(0)+\varepsilon(-\lambda)]/2\lambda^2=E_2+O(\lambda^2)\), and these give \(-2.6753\times10^{-4}\) and \(-2.0670\times10^{-5}\) Ha. In the digits shown the first differs from \(E_1\) by \(-1.4\times10^{-7}\) Ha, uncertain by about \(10^{-8}\) Ha from rounding, so \(E_3\approx-1.4\times10^{-7}/0.25^2\approx-2\times10^{-6}\) Ha, which accounts for most of the remainder.

The ratio \(E_2/E_1=0.077\) is large for a shift of only \(3\times10^{-4}\) Ha. The formulas show why. \(E_1\) is small because \(u_0^2\propto r^8\) has little weight where \(U_{\rm loc}\) acts. Inside the core \(|E_1|\ll|U_{\rm loc}|\) except near its zero, so \(F\) carries one factor of that small weight, and \(F^2/u_0^2\) also carries one. Just outside the core \(F=E_1\int_r^\infty u_0^2dr'\approx E_1\), so \(F^2/u_0^2\approx E_1^2/u_0^2\) has two factors of the weight over one, which again leaves one. The small weight largely cancels in the ratio, which is then set mainly by the strength and range of \(U_{\rm loc}\) where the 4f state samples it. That region is centred near 1 bohr, and less than 1% of \(E_1\) comes from \(r<0.5\) bohr. With \(U_{\rm loc}\) held fixed and the Coulomb charge raised from 2 to 6, \(E_1\) grows about 3000-fold while the ratio moves only from 0.05 to 0.12. The 3d level lies \(-0.916148+0.888889=-0.027259\) Ha from its hydrogenic value \(-Z_{\rm eff}^2/18\), about a hundred times the 4f shift in the same potential. This accounts for the 4f level of the potential, not of the real ion. There the electron also polarizes the core, which adds a tail \(-\alpha/2r^4\) that Gaussian rows do not contain. With \(\alpha\approx0.16\) bohr\(^3\) for Si\(^{4+}\) (Hartree–Fock) and \(\langle r^{-4}\rangle_{4f}=0.0095\) bohr\(^{-4}\), a first-order estimate gives about \(-8\times10^{-4}\) Ha, larger than the whole shift found here.

### (f) Faulty conversions

One inequality fixes several signs. If the s potential changes by \(\delta V\), the old state \(u\) is a trial function for the new problem, so \(\varepsilon'\le\varepsilon+\int u^2\,\delta V\,dr\). A change that is negative everywhere lowers the level. Errors below are relative to the correct \(-1.6398\) Ha, and the program tests that each exceeds \(10^{-3}\) Ha in size.

Omitting \(-Z_{\rm eff}/r\). The single negative row in \(U_{\rm loc}+\Delta V_0\) is \(-14.82\,e^{-3.93r^2}\), and the row \(26.35\,e^{-2.55r^2}\) exceeds it in size at every \(r\), having the larger coefficient and the smaller exponent. The potential is positive and binds nothing. The printed level, \(0.0032\) Ha, belongs to the box: a positive potential puts it above the empty-box value \(\pi^2/2R^2=\pi^2/3200=0.0031\) Ha.

Using \(Z=14\). Here \(\delta V=-10/r<0\), the core is counted as absent, and a pole \(-10/r\) survives at the origin. The level drops to \(-28.17\) Ha, an error of \(-26.53\) Ha.

Omitting \(U_{\rm loc}\). The level becomes \(-1.5935\) Ha, an error of \(+0.0463\) Ha. Since \(U_{\rm loc}\) changes sign (\(+2.97\) Ha at 0.25 bohr, \(-2.22\) Ha at 0.5 bohr), the sign was not fixed in advance. The inequality with \(\delta V=-U_{\rm loc}\) gives \(\int u_{3s}^2U_{\rm loc}\,dr\le-0.0463\) Ha, so the 3s state samples mainly the attractive part. This is the smallest of the five errors, and the level still looks plausible. A likely reason, not tested here, is that \(\Delta V_0\) keeps the 3s electron away from the region where \(U_{\rm loc}\) is large.

Reading \(r^n\) for \(r^{n-2}\). Every row is multiplied by \(r^2\). The \(n=1\) row becomes \(4re^{-ar^2}\) and no longer cancels \(-4/r\), and the s barrier now vanishes at the origin. At \(r=1\) bohr the two readings coincide, so the hand evaluation of part (a) cannot detect this fault. The level is \(-5.6844\) Ha, an error of \(-4.0446\) Ha.

Omitting \(\Delta V_0\). Here \(\delta V=-\Delta V_0<0\), and the s electron moves in \(V_d\), a well of depth \(-14.82\) Ha at the nucleus with no centrifugal term to keep it out. The level falls to \(-6.3457\) Ha, an error of \(-4.7059\) Ha.

### (g) The neutral atom

Four valence electrons are placed as \(f_s=2\) and \(f_p=2\), the latter spread evenly as \(2/3\) per p orbital, with both spins equally filled. The kernel of part (a) at \(\gamma=0\) gives \(\sum_m|Y_{lm}|^2=(2l+1)/4\pi\), so the density is spherical:

\[ \rho=\sum_l\frac{f_l}{2l+1}\frac{u_l^2}{r^2}\sum_m|Y_{lm}|^2=\frac{n(r)}{4\pi r^2},\qquad n=\sum_lf_lu_l^2 . \]

The Hartree potential is \(\int\rho(\mathbf r')\,|\mathbf r-\mathbf r'|^{-1}d^3r'\). The angular average of the kernel is

\[ \frac12\int_{-1}^{1}\frac{dx}{\sqrt{r^2+r'^2-2rr'x}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac{1}{\max(r,r')}, \]

and \(\rho\,4\pi r'^2dr'=n\,dr'\), so

\[ V_H(r)=\frac1r\int_0^rn\,dr'+\int_r^\infty\frac{n}{r'}\,dr' . \]

In the local density approximation (Slater exchange and VWN5 correlation; the RPA fit that some codes also call VWN lowers both levels below by about 0.016 Ha and \(E\) by 0.068 Ha), with \(\epsilon_{xc}(\rho)\) the energy per electron of the uniform gas and \(\hat T_l=-\tfrac12d^2/dr^2+l(l+1)/2r^2\), the energy is

\[ E=\sum_lf_l\int u_l(\hat T_l+V_l)u_l\,dr+\tfrac12\int nV_H\,dr+\int n\,\epsilon_{xc}\,dr . \]

Vary \(u_l\) with its norm held by a multiplier \(f_l\varepsilon_l\), using \(\delta n=2f_lu_l\,\delta u_l\). The first term changes by \(2f_l\int\delta u_l(\hat T_l+V_l)u_l\,dr\). The Hartree term is quadratic and symmetric in \(n\), so it changes by \(\int V_H\,\delta n\,dr\). The last term is \(\int\rho\,\epsilon_{xc}\,4\pi r^2dr\) and changes by \(\int v_{xc}\,\delta n\,dr\), with \(v_{xc}=d(\rho\,\epsilon_{xc})/d\rho\). Dividing by \(2f_l\),

\[ \big[\hat T_l+V_l+V_H+v_{xc}\big]u_l=\varepsilon_lu_l . \]

The screening \(V_H+v_{xc}\) is common to both channels, and the \(l\) dependence of the potential stays in \(V_l\). The equations are iterated on the grid until the screening reproduces itself. Multiplying by \(f_lu_l\), integrating and summing gives \(\sum_lf_l\int u_l(\hat T_l+V_l)u_l\,dr=\sum_lf_l\varepsilon_l-\int nV_H\,dr-\int nv_{xc}\,dr\), and inserting this in \(E\),

\[ E=\sum_lf_l\varepsilon_l-\tfrac12\int nV_H\,dr+\int n\,(\epsilon_{xc}-v_{xc})\,dr . \]

With steps 0.02 and 0.01 bohr, \(R=30\) bohr and the extrapolation of part (c), the grid gives \(\varepsilon_{3s}=-0.400128\) Ha (\(-10.888\) eV), \(\varepsilon_{3p}=-0.150950\) Ha (\(-4.108\) eV), a Hartree energy of 2.892831 Ha and an exchange–correlation correction of 0.289347 Ha. Then

\[ E=2(-0.400128)+2(-0.150950)-2.892831+0.289347=-3.705640\ \text{Ha}=-100.836\ \text{eV}. \]

This is the energy of the four valence electrons, without the core. A PySCF Kohn–Sham calculation with the same occupations and 20 s and p exponents \(0.01\times1.6^k\) bohr\(^{-2}\) differs from the grid by \(1.5\times10^{-7}\), \(7.2\times10^{-8}\) and \(1.1\times10^{-7}\) Ha for 3s, 3p and \(E\), within the tested tolerance of \(2\times10^{-5}\) Ha, as the numerical check below shows.

This comparison confirms \(V_s\) and \(V_p\) under self-consistency. It tests \(U_{\rm loc}\) only as a part of these two functions. No d orbital is occupied or represented in the basis, so the use of \(V_d\) for d electrons rests on part (d). The numbers describe a spin-unpolarized, spherically averaged configuration in a mean-field approximation, with a potential built for correlated methods, and are not predictions of measured silicon energies. If the two p electrons were placed in particular orbitals, the screening would cease to be spherical and would couple different \(l\). The functions \(V_l\) would still define \(\hat V\), but one radial equation per channel would no longer solve the problem.

## Computed results

```
Z = 14, Ncore = 10, Zeff = 4, local channel L = 2, 1 Ha = 27.2114 eV
block n a[bohr^-2] c[Ha bohr^(2-n)] term at r=1 bohr [Ha]
loc 1 5.168316 4.000000 0.022777
loc 2 3.933474 -14.818174 -0.290074
loc 3 8.861690 20.673264 0.002930
s-d 2 9.447023 14.832760 0.001171
s-d 2 2.553812 26.349664 2.049598
p-d 2 3.660001 7.621400 0.196118
p-d 2 1.903653 10.331583 1.539646
r[bohr] -Zeff/r U_loc dV_s dV_p V_s V_p V_d [Ha]
0.25 -16.00000 2.96525 30.68098 15.23569 17.64623 2.20094 -13.03475
0.50 -8.00000 -2.21733 15.31354 9.47169 5.09622 -0.74564 -10.21733
1.00 -4.00000 -0.26437 2.05077 1.73576 -2.21360 -2.52860 -4.26437
1.50 -2.66667 -0.00210 0.08419 0.14458 -2.58457 -2.52419 -2.66877
2.00 -2.00000 -0.00000 0.00096 0.00510 -1.99904 -1.99490 -2.00000
3.00 -1.33333 -0.00000 0.00000 0.00000 -1.33333 -1.33333 -1.33333
l=0: 1/r coef 0.0e+00 Ha bohr, V(0) 26.36425 Ha, slope 0.0e+00 Ha/bohr, Coulombic to 1e-4 Ha beyond 2.21 bohr
l=1: 1/r coef 0.0e+00 Ha bohr, V(0) 3.13481 Ha, slope 0.0e+00 Ha/bohr, Coulombic to 1e-4 Ha beyond 2.46 bohr
l=2: 1/r coef 0.0e+00 Ha bohr, V(0) -14.81817 Ha, slope 0.0e+00 Ha/bohr, Coulombic to 1e-4 Ha beyond 1.74 bohr
projector kernel, largest error 1.9e-15
ion basis: 24 exponents per l, 0.004*1.6^k, largest 198.1 bohr^-2
largest element between different (l,m) 1.8e-13 Ha; radial vs 3D element 2.8e-13 Ha
solver: hydrogenic error 6.4e-07 Ha; 3s step ratio (h=0.02,0.01,0.005 bohr) 4.0004
Si3+, R=40 bohr: h=0.01, h=0.005, extrapolated, Gaussian, difference [Ha]; level [eV]
3s -1.639799 -1.639791 -1.639788 -1.639788 2.7e-08 -44.621
4s -0.771481 -0.771475 -0.771473 -0.771473 1.8e-08 -20.993
3p -1.314644 -1.314639 -1.314637 -1.314637 5.0e-10 -35.773
4p -0.659615 -0.659611 -0.659610 -0.659610 9.3e-10 -17.949
3d -0.916152 -0.916149 -0.916148 -0.916148 2.7e-10 -24.930
4d -0.514814 -0.514811 -0.514810 -0.514810 4.5e-10 -14.009
4f -0.500291 -0.500291 -0.500290 -0.500290 1.0e-10 -13.614
5f -0.320240 -0.320240 -0.320239 -0.320239 3.0e-09 -8.714
hydrogenic 3d -0.888889 Ha, 4f -0.500000 Ha
4f first order -2.6739e-04 Ha, from coupling derivative (step 0.25) -2.6753e-04 Ha
4f second order -2.0656e-05 Ha, from coupling derivative -2.0670e-05 Ha
4f shift: first+second -2.8805e-04 Ha, grid -2.9043e-04 Ha, second/first 0.077
3s to 3p gap 0.325151 Ha = 8.848 eV
wrong (no -Zeff/r): lowest s 0.0032 Ha, error +1.6430 Ha
wrong (Z for Zeff): lowest s -28.1702 Ha, error -26.5304 Ha
wrong (no U_loc): lowest s -1.5935 Ha, error +0.0463 Ha
wrong (r^n for r^(n-2)): lowest s -5.6844 Ha, error -4.0446 Ha
wrong (no dV_s): lowest s -6.3457 Ha, error -4.7059 Ha
neutral Si LDA: h=0.02,0.01 bohr, R=30 bohr; basis s,p 20 exponents 0.01*1.6^k
quantity: grid, Gaussian, difference [Ha]; grid [eV]
3s -0.400128 -0.400128 1.5e-07 -10.888
3p -0.150950 -0.150950 7.2e-08 -4.108
E_total -3.705640 -3.705640 1.1e-07 -100.836
Hartree energy 2.892831 Ha, integral n(exc - vxc) 0.289347 Ha
```
